# Why the Harmonic Hop Rate Has the Barrier as Its Activation Energy

**Question.** An ion in a solid vibrates in a potential well and now and then hops over a barrier of height $V_0$. Classical harmonic transition-state theory gives a hop rate whose Arrhenius slope is $V_0$ at every temperature. Yet the slope is also, by Tolman's theorem, a difference of two mean energies, and each of these grows with temperature. At the saddle one vibration is missing, so its thermal potential energy is missing too. Why is no multiple of $kT$ left over?

**Answer.** The missing potential energy is made up by kinetic energy, because the systems that cross a surface are faster than the systems that happen to be near it. The argument starts with this difference in speed.

### Crossings are not a snapshot

Let $s$ be the coordinate along the path over the saddle, with the top at $s=0$. I use mass-weighted coordinates, $q_i=\sqrt{m_i}\,x_i$, so that the kinetic energy of motion along $s$ is $v^2/2$ with $v=\dot s$. Let $\beta=1/kT$.

Take an equilibrium ensemble and photograph it. Among the systems near $s=0$, the velocities follow the Maxwell weight $e^{-\beta v^2/2}$. Since $\int e^{-\beta v^2/2}dv=\sqrt{2\pi/\beta}$, the mean kinetic energy along $s$ is

$$-\frac{d}{d\beta}\ln\sqrt{\frac{2\pi}{\beta}}=\frac{1}{2\beta}=\frac{kT}{2}.$$

Now count instead the systems that pass $s=0$ in the forward direction during a short time $dt$. A system with velocity $v>0$ passes if it starts within a distance $v\,dt$ before the surface. Fast systems are collected from a thicker layer, so the weight of a crossing is $v\,e^{-\beta v^2/2}$. With $\varepsilon=v^2/2$ and $d\varepsilon=v\,dv$, the mean kinetic energy of crossings is

$$\frac{\int_0^\infty \frac{v^2}{2}\,v\,e^{-\beta v^2/2}dv}{\int_0^\infty v\,e^{-\beta v^2/2}dv}
=\frac{\int_0^\infty \varepsilon\,e^{-\beta\varepsilon}d\varepsilon}{\int_0^\infty e^{-\beta\varepsilon}d\varepsilon}=\frac{1/\beta^2}{1/\beta}=kT .$$

The factor $v$ has doubled the mean. Nothing has heated the ion at the saddle: the ensemble is in equilibrium throughout, and the two averages answer different questions.

This can be tested by following trajectories. One million particles were drawn from equilibrium in the periodic potential $3kT\sin^2(\pi x/a)$ and moved by Newton's equation for a time $0.4\,a\sqrt{m/kT}$. They made 43,225 crossings of the barrier tops, in both directions, with a mean kinetic energy at the top of $0.996\,kT$. The particles found within $0.02a$ of a top at the final instant had a mean of $0.487\,kT$. The sampling error of the first number is about $1/\sqrt{43225}\approx0.005$ in units of $kT$.

### Why the slope is a difference of energies

Let the system have $N$ coordinates and the Hamiltonian $H$. Transition-state theory takes each forward crossing as a completed hop. The rate is then the forward flux divided by the reactant population:

$$k=\frac{A(\beta)}{B(\beta)},\qquad A=\int d\Gamma\,\delta(s)\,v\,\theta(v)\,e^{-\beta H},\qquad B=\int_R d\Gamma\,e^{-\beta H}.$$

Here $d\Gamma$ is the phase-space volume element, $\theta$ the unit step, and $R$ the reactant well. The apparent activation energy is defined as the local Arrhenius slope, $E_a=-d\ln k/d\beta$. If $H$, the surface and the region $R$ do not depend on temperature, $\beta$ occurs only in the exponentials. Differentiation brings down a factor $-H$ in each integral, so

$$E_a=-\frac{A'}{A}+\frac{B'}{B}=\langle H\rangle_{\rm cross}-\langle H\rangle_R .$$

This is Tolman's theorem for this rate. The first average carries the weight $v\,\theta(v)$ because the rate itself does. No harmonic approximation has been used so far.

### The energy account

Now let the well and the saddle be quadratic:

$$U_{\rm well}=\tfrac12\sum_{i=1}^{N}\omega_i^2q_i^2,\qquad
U_{\rm saddle}=V_0-\tfrac12\omega_b^2s^2+\tfrac12\sum_{j=1}^{N-1}\omega_j^{\ddagger2}q_j^2 .$$

The $q_i$ are the normal modes of the well. In the second formula $s$ and the $q_j$ are the normal modes of the saddle, which may point in other directions. Coupling between atoms is thereby included.

Each quadratic term in an ordinary Boltzmann average contributes $kT/2$. A reactant has $N$ kinetic and $N$ potential terms:

$$\langle H\rangle_R=\frac N2kT+\frac N2kT=NkT .$$

A crossing has $s=0$, so the term in $\omega_b^2$ vanishes. What remains is the barrier, $N-1$ transverse vibrations, and the flux-weighted motion along $s$:

$$\langle H\rangle_{\rm cross}=V_0+\frac{N-1}{2}kT+\frac{N-1}{2}kT+kT=V_0+NkT .$$

The difference is $E_a=V_0$. With the snapshot value $kT/2$ in place of the last $kT$ it would have been $V_0-kT/2$, which is not the slope of this rate.

The compensation goes deeper than the means. In phase space, an oscillator of frequency $\omega$ with energy below $\varepsilon$ fills an ellipse with semi-axes $\sqrt{2\varepsilon}$ and $\sqrt{2\varepsilon}/\omega$, and hence the area $2\pi\varepsilon/\omega$. Equal steps of energy therefore have equal areas, $2\pi\,d\varepsilon/\omega$, and the energy of a vibration is distributed as $e^{-\beta\varepsilon}$. For crossings, $v\,dv=d\varepsilon$ also gives equal weight to equal steps of energy. The energy above the barrier in the crossing motion thus has the same distribution as the energy of one classical vibration. One mode has changed its character, from vibration to passage, but not its thermal energy.

### From the account to the rate formula

The same facts give the prefactor. In $A$, the motion along $s$ contributes $\int_0^\infty v\,e^{-\beta v^2/2}dv=1/\beta$. Each transverse mode contributes a momentum and a coordinate integral,

$$\sqrt{\frac{2\pi}{\beta}}\;\sqrt{\frac{2\pi}{\beta\omega_j^{\ddagger2}}}=\frac{2\pi}{\beta\omega_j^\ddagger},$$

and each well mode contributes $2\pi/(\beta\omega_i)$ to $B$, if the Gaussians are extended to infinity as the harmonic approximation does. Therefore

$$k=\frac{\dfrac1\beta\left(\dfrac{2\pi}{\beta}\right)^{N-1}\dfrac{e^{-\beta V_0}}{\prod_j\omega_j^\ddagger}}{\left(\dfrac{2\pi}{\beta}\right)^{N}\dfrac{1}{\prod_i\omega_i}}
=\frac{1}{2\pi}\,\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega_j^\ddagger}\,e^{-\beta V_0}.$$

All powers of temperature have cancelled. For $N=1$ the rate is $(\omega/2\pi)e^{-\beta V_0}$: the ion tries once per period.

The slope depends on whether the dividing plane passes through the saddle; if it does, the tilt does not matter. First move the untilted plane to $s=d$, still within the quadratic region. The lowest energy on it is $V_0-\omega_b^2d^2/2$, and all Gaussian integrals are as before, so the slope becomes $V_0-\omega_b^2d^2/2$. Such a plane overcounts hops, since its flux is larger.

If the plane passes through the saddle but is tilted by an angle $\alpha$ towards the transverse mode 1, the direction within the plane has the curvature $\omega_1^{\ddagger2}\cos^2\alpha-\omega_b^2\sin^2\alpha$. As long as this is positive, the rate is multiplied by

$$\frac{\omega_1^\ddagger}{\sqrt{\omega_1^{\ddagger2}\cos^2\alpha-\omega_b^2\sin^2\alpha}}\ge1 ,$$

which contains no temperature. The prefactor suffers and the slope does not. As a test, take masses 1 and 3, $V_0=1$, $\beta=5$, and force constants $(K_{11},K_{12},K_{22})=(2,\,0.6,\,5)$ in the well and $(-1,\,0.5,\,6)$ at the saddle. Direct integration of the flux for $\alpha=0.35$ rad gives a rate 1.1024 times that of the untilted plane, as the formula does, and a slope of $1.00000\,V_0$.

The way of plotting matters as well. If one plots $\ln(k/T)$ instead of $\ln k$, then $\ln(k/T)=\ln k+\ln\beta+\text{const}$, and

$$-\frac{d}{d\beta}\ln\frac kT=V_0-kT .$$

This slope is an activation enthalpy in the Eyring convention. It describes the same rate.

### Numbers for an oxygen vacancy

Hafnium dioxide serves as a thin insulating layer, and oxygen moves through it when ions hop into neighbouring vacancies. I take round values in the rough regime of a charged vacancy: $V_0=0.70$ eV, hop length $a=0.26$ nm, ion mass 16 u, and $T=1000$ K, so that $kT=0.08617$ eV. One ion moves in three dimensions, and the other ions are frozen. Along the path the potential is $V_0\sin^2(\pi x/a)$. Near the bottom this is $V_0\pi^2x^2/a^2$, and setting it equal to $m\omega^2x^2/2$ gives

$$\omega=\frac{\pi}{a}\sqrt{\frac{2V_0}{m}},\qquad \frac{\omega}{2\pi}=5.588\ \text{THz}.$$

The curvature at the top has the same size and the opposite sign, so $\omega_b=\omega$. The transverse frequencies are chosen as 10 and 12 THz in the well, and 13 and 9 THz at the saddle.

The energy account at 1000 K, in eV, is:

| Part | Reactants | Crossings |
|---|---|---|
| Barrier | 0 | 0.70000 |
| Potential, thermal | 0.12926 | 0.08617 |
| Kinetic, transverse | 0.08617 | 0.08617 |
| Kinetic, along path | 0.04309 | 0.08617 |
| Sum | 0.25852 | 0.95852 |

The crossings lack 0.04309 eV of potential energy and have 0.04309 eV more kinetic energy. The difference of the sums is 0.70000 eV. Snapshot weighting would give 0.65691 eV, and the slope of $\ln(k/T)$ is 0.61383 eV.

The prefactor is $5.588\times10\times12/(13\times9)=5.731$ THz. With $V_0/kT=8.123$,

$$k=5.731\times10^{12}\,e^{-8.123}\ \text{s}^{-1}=1.70\times10^{9}\ \text{s}^{-1}.$$

If the vacancy has six equivalent neighbours, it makes $6k$ jumps per unit time. For independent jumps the mean square displacement is $6kta^2$. Dividing by $6t$ gives

$$D=ka^2=1.70\times10^9\times(2.6\times10^{-8})^2=1.15\times10^{-6}\ \text{cm}^2/\text{s}.$$

At 800 K and 1200 K the rates are $2.231\times10^8$ and $6.582\times10^9\ \text{s}^{-1}$. Their logarithmic ratio is 3.385, and $\beta$ differs by $4.835\ \text{eV}^{-1}$, so the slope between them is 0.700 eV. Since $a$ is held fixed, $D$ has the same slope.

### Where the equality ends

**A well that is not quadratic.** Tolman's theorem survives, but the reactants' potential energy along the path is no longer $kT/2$. In the trajectory test above, where the barrier was $3kT$, the difference of mean energies was $2.890\,kT$. The slope computed from the flux integral for the same potential was $2.894\,kT$. They agree within the sampling error, and both lie below the barrier.

For the example the leading correction can be found by hand. Let the transverse force constants vary as $1+r_{y}\sin^2\vartheta$ and $1+r_{z}\sin^2\vartheta$, with $\vartheta=\pi x/a$, and let $\tau=kT/V_0$ be small. Integrating over the transverse coordinates divides the weight by the square root of these two factors. With $\sin^2\vartheta\approx\vartheta^2-\vartheta^4/3$, the weight in the well is

$$e^{-\vartheta^2/\tau}\left[1+\frac{\vartheta^4}{3\tau}-\frac{r_y+r_z}{2}\vartheta^2\right].$$

The Gaussian has $\langle\vartheta^2\rangle=\tau/2$ and $\langle\vartheta^4\rangle=3\tau^2/4$. The reactant population is thus multiplied by $1+c\tau$, with $c=(1-r_y-r_z)/4$. The rate is divided by this factor, so $\ln k$ acquires the term $-c/(\beta V_0)$, and

$$E_a\approx V_0+\frac{d}{d\beta}\frac{c}{\beta V_0}=V_0-c\,\frac{(kT)^2}{V_0}.$$

Here $r_y=(13/10)^2-1=0.69$ and $r_z=(9/12)^2-1=-0.4375$, so $c=0.187$ and the estimate is $-2.0$ meV. The full integral gives $-3.5$ meV. The leading term is a poor guide at $\tau=0.12$; at $\tau=0.005$ the two agree within 5 per cent. The full shift can be read from the energy account: the mean path potential of the reactants is 0.04655 eV instead of 0.04309 eV. These numbers take the well to follow the $\sin^2$ form on both sides. An ion next to a vacancy has an occupied site behind it; if that half of the well stays harmonic, the shift is about half as large.

**Quantum motion.** A quantum oscillator has the partition function $1/[2\sinh(u/2)]$ with $u=\beta\hbar\omega$, where the classical one is $1/u$. Each well mode therefore multiplies the rate by $\sinh(u/2)/(u/2)$, and each transverse saddle mode divides it by the same function. A parabolic barrier transmits the fraction $1/(1+e^{-2\pi E/\hbar\omega_b})$ at energy $E$ above its top. Put $u_b=\beta\hbar\omega_b$ and $t=e^{2\pi E/\hbar\omega_b}$; the thermal average is then

$$\beta\int_{-\infty}^{\infty}\frac{e^{-\beta E}\,dE}{1+e^{-2\pi E/\hbar\omega_b}}
=\frac{u_b}{2\pi}\int_0^\infty\frac{t^{-u_b/2\pi}}{1+t}dt=\frac{u_b/2}{\sin(u_b/2)},\qquad u_b<2\pi .$$

For small $y$, both $\ln(\sinh y/y)$ and $\ln(y/\sin y)$ begin with $y^2/6$. With $y=u/2$ each mode gives $u^2/24$, and differentiation yields

$$E_a-V_0\approx-\frac{\beta\hbar^2}{12}\Big(\sum_i\omega_i^2-\sum_j\omega_j^{\ddagger2}+\omega_b^2\Big).$$

The shift is $-0.9$ meV at 1000 K. At 300 K the full harmonic expression gives $-3.2$ meV, and tunnelling raises the rate by 3.4 per cent. The shifts are small partly because of the chosen frequencies: the squares of the transverse ones add up to 244 THz² in the well and 250 THz² at the saddle, so their effects nearly cancel. A single mode is not classical at 300 K, where $\hbar\omega/kT\approx2.1$ for 13 THz.

**Recrossing.** Let the rest of the solid act on the ion as friction $\gamma$ and white noise $f$, with $\langle f(t)f(t')\rangle=2\gamma kT\,\delta(t-t')$. Near the top, $\ddot s=\omega_b^2s-\gamma\dot s+f$. Let $\lambda$ be the positive root of $\lambda^2+\gamma\lambda=\omega_b^2$. The combination $w=\dot s+(\gamma+\lambda)s$ then obeys $\dot w=\omega_b^2s+\lambda\dot s+f=\lambda w+f$, because $\omega_b^2=\lambda(\gamma+\lambda)$. For a start at $s=0$ with velocity $v$, the final side is given by the sign of

$$X=v+\int_0^\infty e^{-\lambda t}f\,dt,\qquad \langle X^2\rangle=kT+\frac{\gamma kT}{\lambda}=kT\,\frac{\omega_b^2}{\lambda^2}.$$

If the friction is strong enough to keep the well in equilibrium up to the barrier top, the rate is multiplied by $\kappa=\langle v\,\theta(X)\rangle/\langle v\,\theta(v)\rangle$. For Gaussian variables the mean of $v$ at given $X$ is $X\,kT/\langle X^2\rangle$, and $\langle X\theta(X)\rangle=\sqrt{\langle X^2\rangle/2\pi}$. Hence

$$\kappa=\sqrt{\frac{kT}{\langle X^2\rangle}}=\frac{\lambda}{\omega_b}=\sqrt{1+g^2}-g,\qquad g=\frac{\gamma}{2\omega_b}.$$

If $\gamma$ does not depend on temperature, the slope is unchanged. If $\gamma\propto T$, then $d\ln\kappa/dg=-1/\sqrt{1+g^2}$ and

$$-\frac{d\ln\kappa}{d\beta}=kT\,\frac{d\ln\kappa}{d\ln T}=-\frac{kT\,g}{\sqrt{1+g^2}} .$$

Inserting an assumed friction of $5\ \text{ps}^{-1}$ at 1000 K gives $\kappa=0.931$ and a shift of $-6$ meV. These numbers describe recrossing at the saddle alone. At such weak friction the condition on the well is not fully met: since the site beyond the new well is occupied, an ion can cross that well, turn round and return before it has lost enough energy. This lowers the rate further, and it can lower the slope by two or three times 6 meV even if $\gamma$ is constant. On a path that is open beyond the new well the ion would run on instead, and such long jumps raise the diffusion coefficient.

**A barrier that changes with temperature.** If expansion of the lattice makes the barrier $V(T)$, while the prefactor is held fixed, then

$$E_a=\frac{d(\beta V)}{d\beta}=V+\beta\frac{dV}{d\beta}=V-T\frac{dV}{dT},$$

since $\beta\,d/d\beta=-T\,d/dT$. With an assumed linear expansion of $6\times10^{-6}\ \text{K}^{-1}$ and an assumed barrier change of $-5$ eV per unit strain, $dV/dT=-3\times10^{-5}$ eV/K. The slope then exceeds the barrier at 1000 K by 30 meV. This is the largest of the shifts calculated in this section. A straight Arrhenius line does not exclude it: for linear $V(T)$ the slope is the barrier extrapolated to $T=0$.

### The model beside the material

The barrier and frequencies are rough values for a charged vacancy; a neutral vacancy is calculated to be much less mobile. The usual low-pressure crystal has inequivalent oxygen sites and hence several barriers, and in a polycrystalline film the grain boundaries offer further paths. One $V_0$ then stands for a mixture whose slope can vary with temperature.

The assumption that can move the number most concerns the count of vacancies. The value of $D$ above is that of a vacancy already present. An oxygen ion can hop only if a neighbouring site is empty, so oxygen diffusion is proportional to $x_vD$, where $x_v$ is the vacant fraction of sites. If $x_v$ is fixed by dopants or by a frozen oxygen deficit, and the vacancies are not bound to dopants or other defects, the slope remains $V_0$. Binding raises the slope, because a bound vacancy must first be freed. If vacancies form in thermal equilibrium with $x_v\propto e^{-\beta E_f}$ and constant $E_f$, the slope is $V_0+E_f$, and $E_f$ can be of the order of electronvolts. A layer meant to hold back oxygen is therefore judged by both factors. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Input barrier V0: 0.70 eV
Input hop length: 0.26 nm
Input ion mass: 16.0 u
Input temperature: 1000 K
Thermal energy kT: 0.08617 eV
Path frequency in well: 5.588 THz
Saddle frequency size: 5.588 THz
Transverse well frequencies: 10.0, 12.0 THz
Transverse saddle frequencies: 13.0, 9.0 THz
Rate prefactor: 5.731 THz
Reactant kinetic energy: 0.12926 eV
Reactant potential energy: 0.12926 eV
Reactant total energy: 0.25852 eV
Crossing transverse potential: 0.08617 eV
Crossing transverse kinetic: 0.08617 eV
Crossing normal kinetic, flux: 0.08617 eV
Saddle normal kinetic, snapshot: 0.04309 eV
Crossing total energy: 0.95852 eV
Tolman difference, flux: 0.70000 eV
Difference, snapshot: 0.65691 eV
Slope of ln k: 0.70000 eV
Two-point slope, 900 and 1100 K: 0.70000 eV
Slope of ln(k/T): 0.61383 eV
800 K: hop rate 2.231e+08 1/s, D 1.508e-07 cm2/s
1000 K: hop rate 1.700e+09 1/s, D 1.149e-06 cm2/s
1200 K: hop rate 6.582e+09 1/s, D 4.449e-06 cm2/s
Trajectory test barrier: 3.0 kT
Trajectory crossings counted: 43225
Trajectory crossing kinetic: 0.996 kT
Trajectory snapshot kinetic: 0.487 kT
Trajectory Tolman difference: 2.890 kT
Slope for same potential: 2.894 kT
Tilted plane, angle: 0.35 rad
Tilted plane, rate ratio: 1.1024 (no unit)
Tilted plane, slope/barrier: 1.00000 (no unit)
Anharmonic coefficient c: 0.1869 (no unit)
Anharmonic mean path potential: 0.04655 eV
Harmonic mean path potential: 0.04309 eV
Anharmonic shift of E_a: -3.465 meV
Leading anharmonic estimate: -1.982 meV
Quantum shift at 1000 K: -0.936 meV
Leading quantum estimate, 1000 K: -0.934 meV
Quantum shift at 300 K: -3.199 meV
Tunnelling factor at 300 K: 1.0341 (no unit)
Assumed friction at 1000 K: 5.0 1/ps
Friction factor kappa: 0.9313 (no unit)
Friction shift, gamma prop. to T: -6.121 meV
Assumed linear expansion: 6.0e-06 1/K
Assumed barrier strain slope: -5.0 eV
Expansion: E_a minus V(1000 K): 30.000 meV
```
